Splitting the Wannier spread into invariant, diagonal and off-diagonal parts, part 2

The spread Ω of the Wannier functions of J isolated bands splits into a gauge-invariant part Ω_I and gauge-dependent parts Ω_D and Ω_OD. We now evaluate them on a finite mesh and in a model.

Hartree atomic units are used. R and G are lattice and reciprocal vectors, ∂_α is ∂/∂k_α, and avg is the zone average. The group is spanned by ψ_nk = e^{ik·r} u_nk, with u_nk cell-periodic, orthonormal and smooth in k, and u_{n,k+G} = e^{−iG·r} u_nk. Another gauge is u′_nk = Σ_m u_mk U_mn(k) with U unitary, so Σ_n U_ln* U_mn = δ_lm.

The Wannier functions are |Rn⟩ = avg[e^{−ik·R} ψ_nk], X_{R,mn} = ⟨Rm|r|0n⟩, and Q projects out of their span. At each k, P_k = Σ_m |u_mk⟩⟨u_mk| and Q_k = 1 − P_k.

Ω = Ω_I + Ω_D + Ω_OD   (1)

Ω = Σ_{n=1}^J ( ⟨r²⟩_n − |r̄_n|² ),   ⟨r²⟩_n = ⟨0n|r²|0n⟩,   r̄_n = ⟨0n|r|0n⟩.   (6)

Ω_I = Σ_{nα} ‖Q r_α|0n⟩‖² = Σ_n ⟨r²⟩_n − Σ_{R,m,n} |X_{R,mn}|²,   (7)

Ω_D = Σ_n Σ_{R≠0} |⟨Rn|r|0n⟩|²,   (8)

Ω_OD = Σ_{m≠n} Σ_R |⟨Rm|r|0n⟩|².   (9)

With A_{α,mn}(k) = i⟨u_mk|∂_αu_nk⟩,

X_{R,mn} = avg[ e^{ik·R} A_mn(k) ],   A_mn(k) = Σ_R e^{−ik·R} X_{R,mn},   (12)

r̄_n = avg[A_nn],   ⟨r²⟩_n = avg[ Σ_α ‖∂_αu_nk‖² ].   (13)

Ω_D = Σ_n avg[ |A_nn(k) − r̄_n|² ],   (14)

Ω_OD = Σ_{m≠n} avg[ |A_mn(k)|² ].   (15)

A′ = U† A U + i U† ∂U.   (18)

With g_αβ = Re T_αβ, P = P_k in (19), Tr over cell-periodic functions and E_n the eigenvalues of H_k,

Σ_n ⟨0n|r_α Q r_β|0n⟩ = avg[T_αβ],   T_αβ(k) = Σ_n ⟨∂_αu_n|Q_k|∂_βu_n⟩.   (16)

Ω_I = avg[ tr g ],   tr g = Σ_α g_αα.   (17)

g_αβ = ½ Tr(∂_αP ∂_βP),   (19)

T_αβ = Σ_{n in} Σ_{m out} ⟨n|∂_αH|m⟩⟨m|∂_βH|n⟩ / (E_n − E_m)².   (20)

The Berry curvature F = −2 Im T_xy has avg[F] = 0 and, with tr over bands,

F_R = avg[e^{ik·R} F] = −i (R_x trX_{y,R} − R_y trX_{x,R}).   (22)

Ω_D ≥ (1/J) Σ_{R≠0} |F_R|²/|R|²   in every smooth periodic gauge.   (23)

8. Overlap-matrix form on a finite mesh

On a mesh, derivatives are replaced by overlaps between neighbouring points,

M_mn(k,b) = ⟨u_mk|u_{n,k+b}⟩,

for a set of vectors b that contains −b with every b, and weights w_b = w_{−b} obeying

Σ_b w_b b_α b_β = δ_αβ.   (24)

For a rectangular mesh with steps b_x and b_y, the four vectors ±b_x, ±b_y have w = 1/(2b_x²) and 1/(2b_y²). When k + b leaves the zone, u_{n,k+b} is obtained from the stored function by the factor e^{−iG·r}, which shifts the plane-wave index. In this section avg is the mean over mesh points. Write φ_n(k,b) = Im ln M_nn(k,b) and define

r̄_n = −avg Σ_b w_b b φ_n,   (25)

⟨r²⟩_n = avg Σ_b w_b [1 − |M_nn|² + φ_n²].   (26)

These are definitions, chosen among several with the same continuum limit because they make the decomposition exact on any mesh. Adding and subtracting the off-diagonal terms,

Σ_n (1 − |M_nn|²) = (J − Σ_mn |M_mn|²) + Σ_{m≠n} |M_mn|².

Expanding the square and using (25) for the cross term and (24) for the last,

avg Σ_b w_b (φ_n + b·r̄_n)² = avg Σ_b w_b φ_n² − 2|r̄_n|² + |r̄_n|² = avg Σ_b w_b φ_n² − |r̄_n|².

So the mesh spread Σ_n(⟨r²⟩_n − |r̄_n|²) is exactly the sum of

Ω_I^b = avg Σ_b w_b ( J − Σ_mn |M_mn|² ),   (27)

Ω_D^b = avg Σ_b w_b Σ_n ( φ_n + b·r̄_n )²,   (28)

Ω_OD^b = avg Σ_b w_b Σ_{m≠n} |M_mn|².   (29)

Since Σ_mn|M_mn|² = Tr(P_k P_{k+b}), the bracket in (27) is Tr(P_k Q_{k+b}) = Σ_m ‖Q_{k+b}u_mk‖² ≥ 0. It contains only projectors, so Ω_I^b is gauge invariant exactly, not just as b → 0; any drift of Ω_I^b during a minimization over U is a fault in the code. All three parts are nonnegative if every w_b ≥ 0; a solution of (24) with a negative weight keeps the identity but loses this guarantee. The branch of the logarithm must be chosen so that φ_n is continuous over the mesh and opposite for the two directions of each link, φ_n(k+b,−b) = −φ_n(k,b), as M_nn(k+b,−b) = M_nn(k,b)* allows. A shift of origin by c multiplies M by e^{−ib·c}, which moves φ_n by −b·c and r̄_n by +c and leaves (28) unchanged, provided no φ_n crosses the branch cut. φ_n is undefined where M_nn = 0, which signals a gauge too rough for the mesh.

For the continuum limit assume the gauge four times continuously differentiable, put D = b·∇_k and expand u_{k+b} = u + Du + ½D²u + O(b³):

M_mn = δ_mn − i b·A_mn + ½⟨u_m|D²u_n⟩ + O(b³).

For m ≠ n, |M_mn|² = |b·A_mn|² + O(b³). For m = n, use ⟨u|D²u⟩ = D⟨u|Du⟩ − ‖Du‖² = −iD(b·A_nn) − ‖Du‖². With M_nn = 1 + z, we have Re z = −½‖Du‖² + O(b³) and |z|² = (b·A_nn)² + O(b³), so

1 − |M_nn|² = −2 Re z − |z|² = ‖Du_n‖² − (b·A_nn)² + O(b³).

In ln(1+z) = z − z²/2 + …, the leading part of z² is real, so φ_n = −b·A_nn − ½D(b·A_nn) + O(b³). In (26), φ_n² cancels −(b·A_nn)² at leading order, and (24) turns Σ_b w_b‖Du‖² into Σ_α‖∂_αu‖², which is (13). In the same way (25) tends to avg[A_nn], (28) to (14), (29) to (15), and (27) to (17). In every sum the first correction is a term odd in b at fixed k, which cancels between b and −b. The next is of order b⁴ times w_b ∝ b⁻². All parts thus have errors of order b², and halving the steps divides the leading error by four.

The error of Ω_I^b has a definite sign when all w_b ≥ 0. With ‖O‖² = Tr O†O, ‖P_{k+b} − P_k‖² = 2J − 2Tr(P_kP_{k+b}) = 2Tr(P_kQ_{k+b}). Writing P_{k+b} − P_k = ∫₀¹ DP_{k+tb} dt, Cauchy–Schwarz in t and (19) give ‖P_{k+b} − P_k‖² ≤ ∫₀¹ ‖DP_{k+tb}‖² dt = 2∫₀¹ b·g(k+tb)·b dt. A continuous zone average is unchanged by the shift tb, so avg Tr(P_kQ_{k+b}) ≤ b·avg[g]·b, and by (24)

Ω_I^b ≤ Ω_I,   (30)

up to the error of replacing the zone integral by the mesh mean. This argument gives no such inequality for (28) or (29).

9. Worked example

The model is one electron in two dimensions, in a rectangular cell a_x = 6, a_y = 4 bohr, with g_x = 2π/a_x, g_y = 2π/a_y and round parameters:

V = −1.2 cos(2g_x x) − 1.0 cos(g_y y) − 0.2 cos(g_x x + 0.7) − 0.2 cos(2g_x x + g_y y + 0.9)   (hartree).

There are two wells per cell, near x = 0 and x = 3 bohr. The group is the lowest J = 2 bands, in a basis of 17 × 9 plane waves. The smallest direct gap above the group on the 8 × 10 mesh is 0.7088 hartree. Six decimals are kept below only where needed to show that sums close; they are properties of this model and basis. The program and its output follow this appendix.

Gauge A projects two Gaussians t_n of width 0.8 bohr, centred at (0,0) and (3,0), on the group and orthonormalizes them symmetrically: with C the eigenvector matrix and C†t = u s v† its singular value decomposition, the states are C u v†. Replacing C by CY with Y unitary replaces u by Y†u, so the arbitrary phases of the eigenvectors drop out. On the 16 × 20 mesh the smallest singular value is 0.9384 of the largest, far from zero. Both V and the Gaussians are real, so the projected states obey ψ_{−k} = ψ_k* and the Wannier functions are real. Gauge B applies the constant rotation W with columns (c, s) and (−s, c), c = cos θ, s = sin θ, θ = 30°. Gauge C applies U(k) = W Λ Wᵀ to gauge A, with Λ = diag(e^{−ik_y a_y}, 1).

The real-space side builds the Wannier functions from the 16 × 20 mesh and integrates r, r² and all X_R on a grid. The k-space side uses the 8 × 10 mesh, with A from central differences of step 5×10⁻⁵ bohr⁻¹ and T from (20). The program tests orthonormality, the Hermiticity of A, (12) and (22) for the nine R nearest the origin, the second relation of (13), the real part of (16) component by component, (8) against (14), (9) against (15), and the sum (1), in all three gauges. At each k of the coarse mesh it tests (19), and the definition of T in each gauge, against (20).

Invariant part. The averages are g_xx = 0.661725, g_yy = 0.840861 and g_xy = −0.021916 bohr². The trace is

Ω_I = 0.661725 + 0.840861 = 1.502586 bohr²,

printed as 1.502585 from the unrounded metric and 1.502586 from (7) in every gauge; the two roads are required to agree to one part in 10⁶ of Ω_I. In other units Ω_I = 0.4208 Å². Over the coarse mesh tr g runs from 0.907 to 2.250 bohr², so the value at an arbitrarily chosen k point is no substitute for the average.

Gauge A. The spreads follow from (6). For n = 1, 0.733796 − 0.07017² − 0.04493² = 0.733796 − 0.004924 − 0.002019 = 0.726853, printed as 0.726854; for n = 2 the value is 0.776590. Their sum is Ω = 1.503443 bohr² (0.4210 Å²) within rounding. The parts are Ω_D = 1.3526×10⁻⁴ and Ω_OD = 7.2269×10⁻⁴ bohr², and

1.502585 + 0.000135 + 0.000723 = 1.503443.

The gauge-dependent part, 8.58×10⁻⁴ bohr², is 0.057% of Ω. The same-cell element |⟨02|x|01⟩| = 0.018137 bohr, counted for both orderings, gives 2 × 0.018137² = 6.58×10⁻⁴ bohr², which is 91% of Ω_OD.

Curvature bound. F is real, so |F_{−R}| = |F_R|. The four nearest lattice vectors contribute to (23)

(1/2) × 2 × (0.005169²/6² + 0.008854²/4²) = 0.742×10⁻⁶ + 4.900×10⁻⁶ = 5.64×10⁻⁶ bohr²,

and the full sum is 5.72×10⁻⁶ bohr². The program tests that Ω_D exceeds this in each gauge and that avg[F] vanishes. Gauge A lies about 24 times above the bound. It has not been minimized, so what is established is that the minimum of Ω − Ω_I lies between 5.72×10⁻⁶ and 8.58×10⁻⁴ bohr².

Gauge B. For constant U, ∂u′ = (∂u)U, so Σ_n⟨r²⟩_n is unchanged by the same unitarity sum as in section 5. The output shows 0.733796 + 9.836157 = 10.569953 in A and 2.932805 + 7.637147 = 10.569952 in B. The spread then grows only because the centres are drawn together: Σ|r̄_n|² computed from the printed centres falls from 9.0665 to 5.4620 bohr², a change of 3.6045, and 5.107981 − 1.503443 = 3.6045. To see which part receives it, let x_mn = ⟨0m|x|0n⟩ in gauge A, real and symmetric. With |1′⟩ = c|1⟩ + s|2⟩ and |2′⟩ = −s|1⟩ + c|2⟩,

η = ⟨2′|x|1′⟩ = sc (x_22 − x_11) + (c² − s²) x_21.

Here sc = 0.433013, x_22 − x_11 = 3.00951 + 0.07017 = 3.07968 and c² − s² = 0.5. The sign of x_21 follows from the centre x′_11 = c²x_11 + s²x_22 + 2sc x_21 = −0.05263 + 0.75238 ± 0.01571, which matches the printed 0.71546 for the plus sign. Then η = 1.33354 + 0.00907 = 1.34261 bohr, as printed, and 2η² = 3.60520 bohr² of Ω_OD = 3.60524. Ω_D rises only from 1.35×10⁻⁴ to 1.51×10⁻⁴ bohr². For constant U, (18) and (12) give X′_R = U†X_R U for each R, so Σ_{R≠0} Σ_mn |X_{R,mn}|² is unchanged; it bounds Ω_D from above and is itself at most Ω_D + Ω_OD of gauge A, 8.58×10⁻⁴ bohr². The growth of Ω under a constant mixing therefore appears in the R = 0 terms of Ω_OD.

Gauge C. This gauge takes the B functions, displaces the first by a_y, and rotates back. In (18) the inhomogeneous term is

i U†∂_yU = a_y W diag(1,0) Wᵀ = a_y [[c², cs],[cs, s²]].

It moves the y centres by 4 × 0.75 = 3 and 4 × 0.25 = 1 bohr (printed: −0.04493 → 2.95437 and −0.04916 → 0.95155), adds nothing to Ω_D because it is constant in k, and by itself gives 2(a_y cs)² = 2 × 16 × 3/16 = 6 bohr² to Ω_OD. For the x direction, approximate A_x in gauge B by its zone average, whose traceless part is ζσ_z + ησ_x with ζ = (0.71546 − 2.22388)/2 = −0.75421 bohr. Put ϕ = k_y a_y. Conjugation by Λ multiplies the (1,2) element by e^{iϕ}, giving ζσ_z + η(cos ϕ σ_x − sin ϕ σ_y). Rotating back uses Wσ_zWᵀ = cos 2θ σ_z + sin 2θ σ_x, Wσ_xWᵀ = −sin 2θ σ_z + cos 2θ σ_x and Wσ_yWᵀ = σ_y. The coefficients become

σ_z: ζ cos 2θ − η sin 2θ cos ϕ,   σ_x: ζ sin 2θ + η cos 2θ cos ϕ,   σ_y: −η sin ϕ.

With avg cos² = avg sin² = ½, sin²2θ = 0.75, cos²2θ = 0.25 and η² = 1.80260, (14) gives for the two bands

Ω_D ≈ 2 × η² sin²2θ × ½ = 0.75 × 1.80260 = 1.3520 bohr²,

0.07% below the computed 1.352953. The matching real-space element is |⟨R1|x|01⟩| ≈ η sin 2θ/2 = 0.5814 bohr for R = (0, a_y), against the computed 0.5804. Equation (15) gives for the x direction 2[ζ² sin²2θ + ½η² cos²2θ + ½η²] = 0.8532 + 2.2533 = 3.1065, so Ω_OD ≈ 6 + 3.1065 = 9.1065 bohr², 0.18% below the computed 9.122726. The estimate omits the k dependence of A_x and all of A_y in gauge A. The exact parts close:

1.502585 + 1.352953 + 9.122726 = 11.978264 bohr² (3.3543 Å²).

Here the mixing matrix U varies with k through ϕ, which makes the diagonal connection vary, and this is what feeds Ω_D.

Mesh forms. On the coarse mesh b_x = 0.13090 and b_y = 0.15708 bohr⁻¹, so w = 29.18 and 20.26 bohr²; the fine mesh halves both steps. For gauge C, in bohr²:

             Ω        I        D        OD
coarse     11.6687  1.49353  1.36735  8.80783
fine       11.8998  1.50031  1.35652  9.04296
continuum  11.9783  1.50259  1.35295  9.12273

The program tests that (27) to (29) add up to the total from (25) and (26), and that Ω_I^b is the same in all three gauges, both to 10⁻⁹ bohr². The errors of Ω_I^b are −0.009059 and −0.002279 bohr² (−0.60% and −0.15% of Ω_I), negative as (30) requires, with ratio 3.975; the test asks for a ratio between 3.6 and 4.4. Removing the b² term, (4 × 1.500306 − 1.493526)/3 = 1.502566, leaves −1.9×10⁻⁵ bohr². The same extrapolation gives 1.352907 for D, 9.121333 for OD and 11.976806 for the total, each tested against the continuum value to 0.2%.

The coarse-mesh error of Ω_I^b is about ten times the whole gauge-dependent part of gauge A. The quality of a gauge must therefore be judged by Ω_D^b + Ω_OD^b, or equivalently by comparing Ω and Ω_I^b on the same mesh; a mesh total set against a converged Ω_I would be dominated by the mesh error. The gauge-dependent parts have an error of order b² themselves, which need not be small beside their continuum value in a nearly optimal gauge: for m ≠ n the term ½⟨u_m|D²u_n⟩ of M_mn can remain where A_mn vanishes. A small remainder therefore has to be followed under mesh refinement before it is read as a property of the gauge.

The errors of the gauge-dependent parts differ in sign: on the coarse mesh Ω_OD^b is 3.5% below its continuum value and Ω_D^b is 1.1% above its own. Part of the first can be derived. If the gauge-A overlaps for the y steps are set to the unit matrix, M = U(k)†U(k+b) has off-diagonal element cs(e^{−ib_y a_y} − 1), of squared modulus 4c²s² sin²(b_y a_y/2) = (cs b_y a_y)²[1 − (b_y a_y)²/12 + …]. With b_y a_y = 0.6283 the 6 bohr² term loses 6 × 0.0329 = 0.20 of the observed 0.31 bohr²; the remainder is not resolved here. For the excess in Ω_D^b the following is a model estimate, not a derivation. If the x-step overlap is modelled as exp(−ib_x A_x) with a traceless part of length ρ and σ_z coefficient z, its diagonal element is, apart from a common phase, cos(b_xρ) − i(z/ρ) sin(b_xρ), whose phase has magnitude b_x|z|[1 + b_x²(ρ² − z²)/3 + …]. Equation (28) measures the variance of this phase over the zone. Here ρ² = ζ² + η² = 2.3714 bohr² is constant and z = z₀ − β cos ϕ with z₀ = ζ cos 2θ, β = η sin 2θ, so var z = β²/2 and cov(z, z³) = 3z₀²β²/2 + 3β⁴/8 = (β²/2)(3z₀² + 3β²/4). To order b_x² the variance is multiplied by 1 + (2b_x²/3)(ρ² − 3z₀² − 3β²/4) = 1 + 0.011423 × (2.3714 − 0.4266 − 1.0140) = 1.0106, in line with the observed excess of 1.1%; the sign depends on these values and is not general. The practical consequence does not depend on this explanation: of the three mesh parts only Ω_I^b has been shown to approach its limit from a known side.

Computed results

```
cell ax, ay = 6.0, 4.0 bohr; bands J = 2; plane waves 17 x 9
term (p,q) = (2,0): amplitude 1.2 hartree, phase 0.0 rad
term (p,q) = (0,1): amplitude 1.0 hartree, phase 0.0 rad
term (p,q) = (1,0): amplitude 0.2 hartree, phase 0.7 rad
term (p,q) = (2,1): amplitude 0.2 hartree, phase 0.9 rad
trial centres x = 0.0, 3.0 bohr, y = 0.0 bohr; width 0.8 bohr
mixing angle 30.0 deg; k step 5e-05 1/bohr
meshes: coarse 8 x 10, fine 16 x 20
smallest direct gap above the group = 0.7088 hartree
projection singular values min/max = 0.9384
tr g over the zone: min 0.90663, max 2.25013 bohr^2
avg g_xx, g_yy, g_xy = 0.661725, 0.840861, -0.021916 bohr^2
Omega_I (metric) = 1.502585 bohr^2 = 0.420767 angstrom^2
|F_R|: R=(1,0) 0.005169, R=(0,1) 0.008854 bohr^2
curvature bound on Omega_D = 5.7199e-06 bohr^2
gauge A:
  n=1: centre (-0.07017, -0.04493) bohr, <r^2> 0.733796, spread 0.726854 bohr^2
  n=2: centre (3.00951, -0.04916) bohr, <r^2> 9.836157, spread 0.776590 bohr^2
  |<R1|x|01>|, R=(0,1): 0.000925; |<02|x|01>|: 0.018137 bohr
  Omega = 1.503443 bohr^2 = 0.421007 angstrom^2
  real space: I 1.502586, D 1.352612e-04, OD 7.226902e-04 bohr^2
  k space:    I 1.502585, D 1.352612e-04, OD 7.226902e-04 bohr^2
gauge B:
  n=1: centre (0.71546, -0.04424) bohr, <r^2> 2.932805, spread 2.418970 bohr^2
  n=2: centre (2.22388, -0.04984) bohr, <r^2> 7.637147, spread 2.689011 bohr^2
  |<R1|x|01>|, R=(0,1): 0.000757; |<02|x|01>|: 1.342610 bohr
  Omega = 5.107981 bohr^2 = 1.430380 angstrom^2
  real space: I 1.502586, D 1.509995e-04, OD 3.605244e+00 bohr^2
  k space:    I 1.502585, D 1.509995e-04, OD 3.605244e+00 bohr^2
gauge C:
  n=1: centre (1.09272, 2.95437) bohr, <r^2> 15.844317, spread 5.921986 bohr^2
  n=2: centre (1.84662, 0.95155) bohr, <r^2> 10.371735, spread 6.056278 bohr^2
  |<R1|x|01>|, R=(0,1): 0.580444; |<02|x|01>|: 0.653256 bohr
  Omega = 11.978264 bohr^2 = 3.354256 angstrom^2
  real space: I 1.502586, D 1.352953e+00, OD 9.122726e+00 bohr^2
  k space:    I 1.502585, D 1.352953e+00, OD 9.122726e+00 bohr^2
coarse b_x, b_y = 0.13090, 0.15708 1/bohr; fine mesh halves both
overlap forms, gauge C, in bohr^2 (Omega, I, D, OD):
  coarse: 11.668702, 1.493526, 1.367350, 8.807826
  fine: 11.899780, 1.500306, 1.356517, 9.042956
  extrapolated: 11.976806, 1.502566, 1.352907, 9.121333
  continuum: 11.978264, 1.502585, 1.352953, 9.122726
error ratio of mesh Omega_I, coarse/fine = 3.975
```
